# Electromigration Stress in a Blocked Line: Square-Root Rise to Linear Profile: test program

```python
"""Electromigration stress in a metal line with both ends blocked.

Result under test: with electrons flowing from x=0 to x=L, the stress rise s
obeys ds/dt = kappa*d2s/dx2 with ds/dx = -G at both ends, where
kappa = D*B*Omega/(k*T) and G = Z*e*rho*j/Omega.
At the cathode s = 2*G*sqrt(kappa*t/pi) early and G*L/2 finally; the final
profile is G*(L/2-x).  Tension is positive.
D: atomic diffusivity, B: effective modulus, Omega: atomic volume,
Z: magnitude of effective charge, rho: resistivity, j: current density.
tau = kappa*t/L**2 is the dimensionless time.
The independent calculation moves atoms between cells and obtains stress
from the change in the number of lattice sites.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as charge, k as boltzmann
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.special import erfc

# Inputs in SI units; material parameters are rough typical values.
temperature = 573.0
current_density = 1.0e10
resistivity = 4.0e-8
effective_charge = 1.0
atomic_volume = 1.18e-29
modulus = 20.0e9
diffusivity = 1.0e-15
line_length = 20.0e-6
activation_energy = 0.9 * charge

thermal_energy = boltzmann * temperature
wind_force = effective_charge * charge * resistivity * current_density
gradient = wind_force / atomic_volume
kappa = diffusivity * modulus * atomic_volume / thermal_energy
time_unit = line_length**2 / kappa
stress_unit = gradient * line_length
steady_end = stress_unit / 2
cells = 400


def simulate(length, times, face_factor=None, activation_volume=0.0,
             initial_stress=0.0):
    """Return cell stresses and cathode-wall stress at the given times."""
    width = length / cells
    factor = np.ones(cells - 1) if face_factor is None else face_factor

    def site_rate(_, site_strain):
        stress = -modulus * np.log1p(site_strain)
        face_stress = (stress[1:] + stress[:-1]) / 2
        density = (1 + (site_strain[1:] + site_strain[:-1]) / 2) / atomic_volume
        local_d = diffusivity * factor * np.exp(
            activation_volume * face_stress / thermal_energy)
        chemical_potential = -atomic_volume * stress
        force = wind_force - np.diff(chemical_potential) / width
        flux = np.zeros(cells + 1)
        flux[1:-1] = local_d * density * force / thermal_energy
        return -atomic_volume * np.diff(flux) / width

    start = np.full(cells, np.expm1(-initial_stress / modulus))
    pattern = diags([np.ones(cells - 1), np.ones(cells), np.ones(cells - 1)],
                    [-1, 0, 1], format="csc")
    answer = solve_ivp(site_rate, (0, times[-1]), start, method="BDF",
                       t_eval=times, jac_sparsity=pattern,
                       rtol=1e-6, atol=1e-10)
    assert answer.success
    stress = -modulus * np.log1p(answer.y.T)
    # Quadratic extrapolation to the wall, where the zero-flux slope is known.
    wall = (9 * stress[:, 0] - stress[:, 1] + 3 * gradient * width) / 8
    return stress, wall


def profile_series(position, tau):
    """Stress rise divided by G*L; position is x/L."""
    n = np.arange(1, 400, 2)
    weights = np.exp(-(n * np.pi)**2 * tau) / n**2
    waves = np.cos(np.pi * np.outer(np.atleast_1d(position), n))
    return 0.5 - np.atleast_1d(position) - 4 / np.pi**2 * (waves @ weights)


def wall_series(tau):
    return float(profile_series(0.0, tau)[0])


def half_space(position, tau):
    """Semi-infinite stress rise divided by G*L."""
    return (2 * np.sqrt(tau / np.pi) * np.exp(-position**2 / (4 * tau))
            - position * erfc(position / (2 * np.sqrt(tau))))


# Symbolic test of the semi-infinite solution.
x, t, kap = sp.symbols("x t kappa", positive=True)
spread = (2 * sp.sqrt(kap * t / sp.pi) * sp.exp(-x**2 / (4 * kap * t))
          - x * sp.erfc(x / (2 * sp.sqrt(kap * t))))
assert sp.simplify(sp.diff(spread, t) - kap * sp.diff(spread, x, 2)) == 0
assert sp.simplify(sp.diff(spread, x).subs(x, 0) + 1) == 0
assert sp.limit(spread, t, 0, dir="+") == 0

# Cosine sum against image sum, and the bound on the square-root error.
for tau in (0.002, 0.02, 0.1, 0.3, 1.0):
    m = np.arange(1, 101)
    images = half_space(0.0, tau) + 2 * np.sum((-1.0)**m * half_space(m, tau))
    assert abs(images - wall_series(tau)) < 1e-10
    excess = half_space(0.0, tau) - wall_series(tau)
    assert -1e-12 <= excess <= 2 * half_space(1.0, tau) + 1e-12

# Atom-moving calculation against the derived solution.
crossover = np.pi / 16
taus = np.array([0.002, 0.005, 0.02, 0.05, 0.1, crossover, 0.3, 0.5, 2.0])
times = taus * time_unit
centres = (np.arange(cells) + 0.5) / cells
base, base_wall = simulate(line_length, times)
exact_wall = stress_unit * np.array([wall_series(tau) for tau in taus])
root_wall = 2 * gradient * np.sqrt(kappa * times / np.pi)
profile_error = 0.0
for index, tau in enumerate(taus):
    difference = base[index] - stress_unit * profile_series(centres, tau)
    profile_error = max(profile_error, np.max(np.abs(difference)) / steady_end)
assert profile_error < 0.003
assert np.max(np.abs(base_wall / exact_wall - 1)) < 0.005
assert np.max(np.abs(base_wall[:3] / root_wall[:3] - 1)) < 0.005
early_power = np.log(base_wall[2] / base_wall[0]) / np.log(taus[2] / taus[0])
assert abs(early_power - 0.5) < 0.003
near = centres < 0.5
semi = stress_unit * half_space(centres[near], taus[1])
assert np.max(np.abs(base[1, near] - semi)) < 0.003 * steady_end
steady_profile = gradient * line_length * (0.5 - centres)
assert np.max(np.abs(base[-1] - steady_profile)) < 0.002 * steady_end
deficit = base_wall[-1] - base_wall
late_rate = np.log(deficit[6] / deficit[7]) / (taus[7] - taus[6])
assert abs(late_rate / np.pi**2 - 1) < 0.01
late_amplitude = deficit[6] / base_wall[-1] * np.exp(np.pi**2 * taus[6])
assert abs(late_amplitude / (8 / np.pi**2) - 1) < 0.01

# A longer line has the same early rise but twice the final rise.
target = 50.0e6
target_root_time = np.pi * target**2 / (4 * kappa * gradient**2)
target_time = time_unit * brentq(
    lambda tau: stress_unit * wall_series(tau) - target, 0.01, 2)
double_times = np.array([times[2], target_root_time, 8 * time_unit])
_, double_wall = simulate(2 * line_length, double_times)
assert abs(double_wall[0] / base_wall[2] - 1) < 0.005
assert abs(double_wall[1] / target - 1) < 0.005
assert abs(double_wall[2] / base_wall[-1] - 2) < 0.005

# Stress-dependent diffusivity, with the full atomic volume in the exponent.
_, nonlinear_wall = simulate(line_length, times,
                             activation_volume=atomic_volume)
assert abs(nonlinear_wall[-1] / base_wall[-1] - 1) < 0.001

# Thermal stress from isotropic mismatch strain and the same modulus B.
stress_free_temperature = 673.0
expansion_mismatch = 14e-6
thermal_stress = (3 * modulus * expansion_mismatch
                  * (stress_free_temperature - temperature))
thermal_d_factor = np.exp(atomic_volume * thermal_stress / thermal_energy)
_, thermal_wall = simulate(line_length, times,
                           activation_volume=atomic_volume,
                           initial_stress=thermal_stress)
thermal_ratio = (thermal_wall[1] - thermal_stress) / nonlinear_wall[1]
assert abs(thermal_ratio / np.sqrt(thermal_d_factor) - 1) < 0.005
assert abs(thermal_wall[-1] / (thermal_stress + steady_end) - 1) < 0.003

# Alternating 2-micrometre segments; their mean resistance to diffusion
# equals that of the uniform line and their diffusivities differ fourfold.
segment_cells = cells // 10
face_number = np.arange(1, cells)
even_segment = (face_number // segment_cells) % 2 == 0
slow_factor = (1 + 1 / 4) / 2
fast_factor = 4 * slow_factor
fast_first = np.where(even_segment, fast_factor, slow_factor)
slow_first = np.where(even_segment, slow_factor, fast_factor)
fast_profile, fast_wall = simulate(line_length, times, face_factor=fast_first)
slow_profile, slow_wall = simulate(line_length, times, face_factor=slow_first)
for final_profile in (fast_profile[-1], slow_profile[-1]):
    assert np.max(np.abs(final_profile - steady_profile)) < 0.003 * steady_end

# Joule heating with all heat crossing a dielectric slab of the line's width.
line_height = 0.2e-6
dielectric_thickness = 0.5e-6
dielectric_conductivity = 0.3
heating = (resistivity * current_density**2 * line_height
           * dielectric_thickness / dielectric_conductivity)
heating_d_factor = np.exp(activation_energy / boltzmann
                          * (1 / temperature - 1 / (temperature + heating)))
vacancy_fraction = np.exp(-1.3 * charge / thermal_energy)
vacancy_storage = vacancy_fraction * modulus * atomic_volume / thermal_energy
use_temperature = 378.0
use_slowdown = (np.exp(activation_energy / boltzmann
                       * (1 / use_temperature - 1 / temperature))
                * use_temperature / temperature)
one_percent_tau = brentq(
    lambda tau: 1 - wall_series(tau) / half_space(0.0, tau) - 0.01, 0.02, 0.15)

MPa = 1e6
hour = 3600.0
print(f"Temperature: {temperature:.0f} K")
print(f"Current density: {current_density/1e10:.2f} MA/cm2")
print(f"Resistivity: {resistivity*1e8:.2f} uOhm cm")
print(f"Effective charge magnitude: {effective_charge:.1f}")
print(f"Atomic volume: {atomic_volume*1e27:.4f} nm3")
print(f"Effective modulus: {modulus/1e9:.1f} GPa")
print(f"Atomic diffusivity: {diffusivity*1e4:.2e} cm2/s")
print(f"Line length: {line_length*1e6:.1f} um")
print(f"Thermal energy kT: {thermal_energy/charge:.5f} eV")
print(f"Electric field: {resistivity*current_density/100:.3f} V/cm")
print(f"Driving stress gradient G: {gradient/1e12:.3f} MPa/um")
print(f"Stress diffusivity kappa: {kappa*1e4:.3e} cm2/s")
print(f"Time unit L^2/kappa: {time_unit/hour:.3f} h")
print(f"Current-length product: {current_density*line_length/100:.0f} A/cm")
print(f"Steady cathode rise GL/2: {steady_end/MPa:.2f} MPa")
print(f"Square-root law 1% high at tau: {one_percent_tau:.4f}")
print(f"Square-root law 1% high at: {one_percent_tau*time_unit/hour:.3f} h")
print(f"Crossover tau pi/16: {crossover:.4f}")
print(f"Crossover time: {crossover*time_unit/hour:.3f} h")
print(f"True/steady rise at crossover: {exact_wall[5]/steady_end:.4f}")
print("Cathode: tau, time h, root law MPa, series MPa, atom model MPa")
for row in zip(taus, times / hour, root_wall / MPa,
               exact_wall / MPa, base_wall / MPa):
    print("  {:.4f}  {:.4f}  {:.2f}  {:.2f}  {:.2f}".format(*row))
print(f"Atom-model early time exponent: {early_power:.4f}")
print(f"Atom-model late decay rate in tau: {late_rate:.3f}")
print(f"Largest profile error / steady end: {100*profile_error:.3f} %")
quarters = np.interp([0.25, 0.5, 0.75], centres, base[-1]) / MPa
print("Final stress at L/4, L/2, 3L/4: "
      + ", ".join(f"{value:.2f}" for value in quarters) + " MPa")
print(f"Chosen stress rise: {target/MPa:.1f} MPa")
print(f"Time to chosen rise, root law: {target_root_time/hour:.3f} h")
print(f"Time to chosen rise, finite line: {target_time/hour:.3f} h")
print(f"Double/single line final rise: {double_wall[2]/base_wall[-1]:.4f}")
print(f"Stress-dependent D, change at crossover: "
      f"{100*(nonlinear_wall[5]/base_wall[5]-1):.2f} %")
for name, wall in (("fast", fast_wall), ("slow", slow_wall)):
    print(f"Cathode in {name} segment, change at tau 0.02, crossover: "
          f"{100*(wall[2]/base_wall[2]-1):.1f}, "
          f"{100*(wall[5]/base_wall[5]-1):.1f} %")
print(f"Stress-free temperature: {stress_free_temperature:.0f} K")
print(f"Expansion mismatch: {expansion_mismatch*1e6:.1f} ppm/K")
print(f"Thermal stress offset: {thermal_stress/MPa:.1f} MPa")
print(f"Thermal-stress factor on D: {thermal_d_factor:.3f}")
print(f"Final cathode stress with offset: {thermal_wall[-1]/MPa:.1f} MPa")
print(f"Line height, dielectric thickness: {line_height*1e9:.0f}, "
      f"{dielectric_thickness*1e9:.0f} nm")
print(f"Dielectric conductivity: {dielectric_conductivity:.2f} W/(m K)")
print(f"Joule heating: {heating:.2f} K; factor on D: {heating_d_factor:.3f}")
print(f"Relative vacancy storage (1.3 eV formation): {vacancy_storage:.1e}")
print(f"Activation energy: {activation_energy/charge:.2f} eV")
print(f"Use temperature: {use_temperature:.0f} K; slowdown: {use_slowdown:.0f}")
print(f"Crossover at use temperature: "
      f"{crossover*time_unit*use_slowdown/(365.25*24*hour):.2f} years")
print("every check passed")
```

Output:

```
Temperature: 573 K
Current density: 1.00 MA/cm2
Resistivity: 4.00 uOhm cm
Effective charge magnitude: 1.0
Atomic volume: 0.0118 nm3
Effective modulus: 20.0 GPa
Atomic diffusivity: 1.00e-11 cm2/s
Line length: 20.0 um
Thermal energy kT: 0.04938 eV
Electric field: 4.000 V/cm
Driving stress gradient G: 5.431 MPa/um
Stress diffusivity kappa: 2.983e-10 cm2/s
Time unit L^2/kappa: 3.725 h
Current-length product: 2000 A/cm
Steady cathode rise GL/2: 54.31 MPa
Square-root law 1% high at tau: 0.0799
Square-root law 1% high at: 0.298 h
Crossover tau pi/16: 0.1963
Crossover time: 0.731 h
True/steady rise at crossover: 0.8833
Cathode: tau, time h, root law MPa, series MPa, atom model MPa
  0.0020  0.0074  5.48  5.48  5.48
  0.0050  0.0186  8.67  8.67  8.67
  0.0200  0.0745  17.33  17.33  17.34
  0.0500  0.1862  27.41  27.38  27.38
  0.1000  0.3725  38.76  37.90  37.91
  0.1963  0.7313  54.31  47.97  47.99
  0.3000  1.1174  67.13  52.03  52.05
  0.5000  1.8623  86.67  53.99  54.02
  2.0000  7.4493  173.34  54.31  54.34
Atom-model early time exponent: 0.5000
Atom-model late decay rate in tau: 9.869
Largest profile error / steady end: 0.045 %
Final stress at L/4, L/2, 3L/4: 27.18, 0.02, -27.13 MPa
Chosen stress rise: 50.0 MPa
Time to chosen rise, root law: 0.620 h
Time to chosen rise, finite line: 0.877 h
Double/single line final rise: 2.0009
Stress-dependent D, change at crossover: 0.20 %
Cathode in fast segment, change at tau 0.02, crossover: 0.5, -0.0 %
Cathode in slow segment, change at tau 0.02, crossover: 0.4, -0.0 %
Stress-free temperature: 673 K
Expansion mismatch: 14.0 ppm/K
Thermal stress offset: 84.0 MPa
Thermal-stress factor on D: 1.133
Final cathode stress with offset: 138.3 MPa
Line height, dielectric thickness: 200, 500 nm
Dielectric conductivity: 0.30 W/(m K)
Joule heating: 1.33 K; factor on D: 1.043
Relative vacancy storage (1.3 eV formation): 1.1e-10
Activation energy: 0.90 eV
Use temperature: 378 K; slowdown: 7997
Crossover at use temperature: 0.67 years
every check passed
```
